# Why a perfect atomic chain selects longitudinal vibrations near 2kF: test program

```python
"""Inelastic conductance steps of a perfect atomic chain.

Result under test: at eV = hbar*omega a vibration changes the conductance by
  dG/G0 = -4 pi^2 |<psi_R(mu_R)| M |psi_L(mu_L)>|^2,   G0 = 2e^2/h,
for one spin-degenerate channel with transmission 1, zero temperature,
vibrations in their ground state, lowest order in the coupling M.
psi_L, psi_R: energy-normalised states incoming from left and right.
Chain: E = -2 t cos k; N atoms vibrate between fixed neighbours;
hopping = -t exp(-(alpha/t)(d-d0)), d = bond length, d0 = its rest value.
Energies in eV, lengths in angstrom, k in inverse lattice spacings.
The closed formula predicts longitudinal modes near Q = k + k' ~ 2 kF.
"""
import numpy as np
from scipy import constants as const

t = 1.0            # hopping, eV
alpha = 1.0        # derivative of hopping with bond length, eV/angstrom
mass_u = 200.0     # atomic mass, u
spring = 2.0       # spring constant, eV/angstrom^2
spacing = 2.5      # lattice spacing, angstrom
N_main = 7
eV = const.e
mass = mass_u * const.atomic_mass
G0 = 2 * const.e**2 / const.h


def vibrations(N):
    """Quanta (eV), zero-point lengths (angstrom), mode vectors."""
    K = spring * eV / const.angstrom**2
    D = K / mass * (2*np.eye(N) - np.eye(N, k=1) - np.eye(N, k=-1))
    w2, vec = np.linalg.eigh(D)
    w = np.sqrt(w2)
    length = np.sqrt(const.hbar / (2*mass*w)) / const.angstrom
    return const.hbar*w/eV, length, vec


def coupling(N, mode, length, direction, zigzag=0.0):
    """Finite-difference derivative of the hopping matrix times length."""
    site = np.arange(N + 2)
    rest = np.column_stack([spacing*site, zigzag*(-1.0)**site/2])
    d0 = np.hypot(spacing, zigzag)

    def hamiltonian(step):
        pos = rest.copy()
        pos[1:-1, direction] += step*mode
        d = np.linalg.norm(np.diff(pos, axis=0), axis=1)
        hop = -t*np.exp(-(alpha/t)*(d - d0))
        return np.diag(hop, 1) + np.diag(hop, -1)

    h = 1e-4
    return length*(hamiltonian(h) - hamiltonian(-h))/(2*h)


def wave_number(E):
    return np.arccos(-E/(2*t))


def green(E, n, extra=None):
    """Retarded Green's function and lead broadenings, n device sites."""
    k = wave_number(E)
    H = (-t*(np.eye(n, k=1) + np.eye(n, k=-1))).astype(complex)
    if extra is not None:
        H = H + extra
    H[0, 0] += -t*np.exp(1j*k)
    H[-1, -1] += -t*np.exp(1j*k)
    gam_L = np.zeros((n, n))
    gam_R = np.zeros((n, n))
    gam_L[0, 0] = gam_R[-1, -1] = 2*t*np.sin(k)
    return np.linalg.inv(E*np.eye(n) - H), gam_L, gam_R


def spectral(E, n):
    g, gl, gr = green(E, n)
    return g @ gl @ g.conj().T, g @ gr @ g.conj().T


def transmission(E, n, extra=None):
    g, gl, gr = green(E, n, extra)
    return np.trace(gl @ g @ gr @ g.conj().T).real


def trace_probability(E, w, M):
    """Tr[M A_L(E) M A_R(E-w)] from Green's functions."""
    n = len(M)
    return np.trace(M @ spectral(E, n)[0] @ M @ spectral(E-w, n)[1]).real


def weight(N, j, Q):
    q = np.pi*j/(N+1)
    top = np.sin(q)**2*(1 - (-1)**j*np.cos(Q*(N+1)))
    return top/((N+1)*(np.cos(Q) - np.cos(q))**2)


def formula_probability(E, w, N, j, length):
    """Closed formula for 4 pi^2 |<psi_R(E-w)|M|psi_L(E)>|^2."""
    k, kp = wave_number(E), wave_number(E-w)
    Q = k + kp
    bond = 4*np.cos((k-kp)/2)**2 * 4*np.sin(Q/2)**2
    vv = 4*t*t*np.sin(k)*np.sin(kp)
    return (alpha*length)**2*bond*weight(N, j, Q)/vv


def second_order_current(EF, bias, w, M):
    """Left and right current corrections in units (2e/h) eV.

    The Hermitian part of the retarded self-energy is left out; the
    separate stability test of T = 1 shows that it does not contribute.
    """
    n = len(M)
    muL, muR = EF + bias/2, EF - bias/2
    edges = sorted({m + s*w for m in (muL, muR) for s in (-2, -1, 0, 1, 2)})
    x, wt = np.polynomial.legendre.leggauss(6)

    def lesser_greater(E):
        AL, AR = spectral(E, n)
        fL, fR = float(E < muL), float(E < muR)
        return 1j*(fL*AL + fR*AR), -1j*((1-fL)*AL + (1-fR)*AR)

    total = np.zeros(2)
    for a, b in zip(edges[:-1], edges[1:]):
        if b - a < 1e-13:
            continue
        for xi, wi in zip(x, wt):
            E = (a+b)/2 + (b-a)/2*xi
            g, gl, gr = green(E, n)
            ga = g.conj().T
            fL, fR = float(E < muL), float(E < muR)
            s_less = M @ lesser_greater(E+w)[0] @ M
            s_great = M @ lesser_greater(E-w)[1] @ M
            dg = g @ ((s_great - s_less)/2) @ g
            dga = dg.conj().T
            lead = 1j*(fL*gl + fR*gr)
            d_less = dg @ lead @ ga + g @ lead @ dga + g @ s_less @ ga
            d_great = d_less + dg - dga
            for i, (f, gam) in enumerate(((fL, gl), (fR, gr))):
                val = np.trace(1j*f*gam @ d_great + 1j*(1-f)*gam @ d_less)
                total[i] += (b-a)/2*wi*val.real
    return total


def coupled_scattering(E, w, M, n_fock=3):
    """Electron from the left plus vibration, all orders in M.

    Returns one-quantum backward and forward probabilities and the
    total probability over all outgoing channels.
    """
    n = len(M)
    b = np.diag(np.sqrt(np.arange(1, n_fock)), 1)
    chain = -t*(np.eye(n, k=1) + np.eye(n, k=-1))
    H = np.kron(np.eye(n_fock), chain).astype(complex)
    H += np.kron(np.diag(np.arange(n_fock)*w), np.eye(n))
    H += np.kron(b + b.T, M)
    gam = np.zeros(n_fock)
    for p in range(n_fock):
        k = wave_number(E - p*w)
        gam[p] = 2*t*np.sin(k)
        for s in (0, n-1):
            H[p*n+s, p*n+s] += -t*np.exp(1j*k)
    g = np.linalg.inv(E*np.eye(n*n_fock) - H)
    back = np.zeros(n_fock)
    forth = np.zeros(n_fock)
    for p in range(n_fock):
        amp = 1j*np.sqrt(gam[p]*gam[0])*g[p*n, 0]
        back[p] = abs(amp - (1.0 if p == 0 else 0.0))**2
        forth[p] = gam[p]*gam[0]*abs(g[p*n+n-1, 0])**2
    return back[1], forth[1], back.sum() + forth.sum()


# ---------- vibrations and all matrix elements ----------
N = N_main
quanta, lengths, modes = vibrations(N)
q = np.pi*np.arange(1, N+1)/(N+1)
w_unit = const.hbar*np.sqrt(spring*eV/const.angstrom**2/mass)/eV
assert np.allclose(quanta, 2*w_unit*np.sin(q/2), rtol=1e-10)

fillings = {"pi/2": np.pi/2, "pi/3": np.pi/3}
steps = {}
for name, kF in fillings.items():
    EF = -2*t*np.cos(kF)
    values = []
    for i in range(N):
        M = coupling(N, modes[:, i], lengths[i], 0)
        E = EF + quanta[i]/2
        numeric = trace_probability(E, quanta[i], M)
        closed = formula_probability(E, quanta[i], N, i+1, lengths[i])
        assert abs(numeric - closed) < 1e-6*abs(closed) + 1e-10
        values.append(-numeric)
    steps[name] = np.array(values)
    best = np.argmin(steps[name])
    assert best == np.argmin(abs(q - 2*kF))

# ---------- T = 1 is stable to first order, a barrier is not ----------
rng = np.random.default_rng(4)
W = rng.normal(size=(N+2, N+2)) + 1j*rng.normal(size=(N+2, N+2))
W = (W + W.conj().T)/2
barrier = np.zeros((N+2, N+2))
barrier[4, 4] = 1.0
small = 1e-4
slope_perfect = (transmission(0.3, N+2, small*W)
                 - transmission(0.3, N+2, -small*W))/(2*small)
slope_barrier = (transmission(0.3, N+2, barrier + small*W)
                 - transmission(0.3, N+2, barrier - small*W))/(2*small)
T_perfect = transmission(0.3, N+2)
T_barrier = transmission(0.3, N+2, barrier)
assert abs(T_perfect - 1) < 1e-12
assert abs(slope_perfect) < 1e-5
assert abs(slope_barrier) > 1e-3

# ---------- current below and above the threshold ----------
top = N - 1
w, M_top = quanta[top], coupling(N, modes[:, top], lengths[top], 0)
below = second_order_current(0.0, 0.7*w, w, M_top)
above = second_order_current(0.0, 1.5*w, w, M_top)
x, wt = np.polynomial.legendre.leggauss(6)
lo, hi = -0.75*w + w, 0.75*w
golden = -sum((hi-lo)/2*wi*formula_probability((hi+lo)/2 + (hi-lo)/2*xi,
              w, N, N, lengths[top]) for xi, wi in zip(x, wt))
assert max(abs(below)) < 1e-9*w
assert abs(above.sum()) < 1e-6*abs(above[0])
assert abs(above[0]/golden - 1) < 1e-5
near = second_order_current(0.0, 1.001*w, w, M_top)[0]/(0.001*w)
assert abs(near/steps["pi/2"][top] - 1) < 1e-3

# second filling, its own dominant mode
i3 = int(np.argmin(steps["pi/3"]))
M3 = coupling(N, modes[:, i3], lengths[i3], 0)
near3 = second_order_current(-t, 1.001*quanta[i3], quanta[i3], M3)[0]
near3 /= 0.001*quanta[i3]
assert abs(near3/steps["pi/3"][i3] - 1) < 1e-3

# ---------- golden rule against all-order scattering ----------
weak = 0.1
pb, pf, unity = coupled_scattering(w/2, w, weak*M_top)
assert abs(unity - 1) < 1e-10
weak_ratio = pb/(weak**2*-steps["pi/2"][top])
assert abs(weak_ratio - 1) < 3e-3      # remainder is of order M^2
full_back, full_forth, unity = coupled_scattering(w/2, w, M_top)
assert abs(unity - 1) < 1e-10

# ---------- transverse modes: straight and zigzag chain ----------
height = 1.0
straight, bent = [], []
for i in range(N):
    for store, z in ((straight, 0.0), (bent, height)):
        M = coupling(N, modes[:, i], lengths[i], 1, z)
        store.append(trace_probability(-t + quanta[i]/2, quanta[i], M))
assert max(straight) < 1e-15
assert max(bent) > 1e-4

# ---------- wavenumber selection for many fillings ----------
N_long = 31
_, _, long_modes = vibrations(N_long)
q_long = np.pi*np.arange(1, N_long+1)/(N_long+1)
site = np.arange(1, N_long+1)
shares = []
for kF in np.linspace(0.15, 0.85, 58)*np.pi:
    Q = 2*kF
    folded = min(Q, 2*np.pi - Q)
    Wj = abs(np.exp(1j*Q*site) @ long_modes)**2
    assert abs(Wj.sum() - N_long) < 1e-9
    gap = np.pi/(N_long+1)
    assert abs(q_long[np.argmax(Wj)] - folded) <= gap*(1+1e-9)
    shares.append(Wj[abs(q_long - folded) <= 1.5*gap].sum()/N_long)
assert min(shares) > 0.68

# ---------- growth with chain length at half filling ----------
growth = []
for n in (3, 7, 15, 31):
    wn, ln, vn = vibrations(n)
    M = coupling(n, vn[:, -1], ln[-1], 0)
    p = trace_probability(wn[-1]/2, wn[-1], M)
    direct = abs(np.exp(1j*np.pi*np.arange(1, n+1)) @ vn[:, -1])**2
    cot2 = 2/((n+1)*np.tan(np.pi/(2*(n+1)))**2)
    assert abs(direct/cot2 - 1) < 1e-9
    growth.append((n, 100*p, direct, direct/n))
assert abs(growth[-1][1]/growth[-2][1] - 2) < 0.05

# ---------- printed numbers ----------
print(f"hopping t = {t:.1f} eV")
print(f"coupling alpha = {alpha:.1f} eV/angstrom")
print(f"mass = {mass_u:.0f} u")
print(f"spring constant = {spring:.1f} eV/angstrom^2")
print(f"lattice spacing = {spacing:.1f} angstrom")
print(f"vibrating atoms N = {N}")
print(f"G0 = {G0*1e6:.3f} microsiemens")
print("mode: q/pi, quantum (meV), zero-point length (angstrom)")
for i in range(N):
    print(f" {i+1}: {q[i]/np.pi:.3f}  {1e3*quanta[i]:.3f}  {lengths[i]:.5f}")
print("mode: step (% of G0) at kF=pi/2, at kF=pi/3")
for i in range(N):
    a, b = 100*steps["pi/2"][i], 100*steps["pi/3"][i]
    print(f" {i+1}: {a + 0.0:.4f}  {b + 0.0:.4f}")
print("2kF/pi for the two fillings: "
      + ", ".join(f"{2*k/np.pi:.3f}" for k in fillings.values()))
print(f"top mode step, kF=pi/2 = {steps['pi/2'][top]*G0*1e6:.3f} microsiemens")
print(f"same from current slope = {100*near:.4f} % of G0")
print(f"mode {i3+1}, kF=pi/3, current slope = {100*near3:.4f} % of G0")
print(f"current change at 0.7 threshold = {abs(below[0])*G0*1e9:.4f} nA")
print(f"current change at 1.5 threshold = {above[0]*G0*1e9:.4f} nA")
print(f"golden-rule value there = {golden*G0*1e9:.4f} nA")
print(f"all-order backward emission = {100*full_back:.4f} %")
print(f"all-order forward emission = {100*full_forth:.6f} %")
print(f"all-order/golden ratio, M times {weak}: {weak_ratio:.6f}")
print(f"T perfect, with 1 eV barrier: {T_perfect:.4f}, {T_barrier:.4f}")
print(f"dT/dx perfect = {abs(slope_perfect):.5f} per eV")
print(f"dT/dx with barrier = {slope_barrier:.4f} per eV")
print(f"largest transverse step, straight = {100*max(straight):.5f} % of G0")
print(f"zigzag height = {height:.1f} angstrom")
print(f"largest transverse |step element|, zigzag, kF=pi/3 = "
      f"{100*max(bent):.4f} %")
print(f"N=31: least share within 1.5 mode spacings = {min(shares):.3f}")
print("half filling, top mode: N, |step| (% of G0), W, W/N")
for n, p, d, s in growth:
    print(f" {n}: {p:.4f}  {d:.4f}  {s:.4f}")
print(f"long-chain share 8/pi^2 = {8/np.pi**2:.4f}")
print("checks complete")
```

Running it gives:

```
hopping t = 1.0 eV
coupling alpha = 1.0 eV/angstrom
mass = 200 u
spring constant = 2.0 eV/angstrom^2
lattice spacing = 2.5 angstrom
vibrating atoms N = 7
G0 = 77.481 microsiemens
mode: q/pi, quantum (meV), zero-point length (angstrom)
 1: 0.125  2.523  0.06436
 2: 0.250  4.948  0.04596
 3: 0.375  7.184  0.03814
 4: 0.500  9.143  0.03381
 5: 0.625  10.752  0.03118
 6: 0.750  11.947  0.02958
 7: 0.875  12.682  0.02871
mode: step (% of G0) at kF=pi/2, at kF=pi/3
 1: -0.0164  -0.0075
 2: 0.0000  -0.0544
 3: -0.0649  -0.0398
 4: -0.0000  -0.3429
 5: -0.2177  -1.5070
 6: 0.0000  -0.7648
 7: -2.0826  -0.0168
2kF/pi for the two fillings: 1.000, 0.667
top mode step, kF=pi/2 = -1.614 microsiemens
same from current slope = -2.0826 % of G0
mode 5, kF=pi/3, current slope = -1.5070 % of G0
current change at 0.7 threshold = 0.0000 nA
current change at 1.5 threshold = -10.2322 nA
golden-rule value there = -10.2322 nA
all-order backward emission = 2.0009 %
all-order forward emission = 0.000000 %
all-order/golden ratio, M times 0.1: 0.999594
T perfect, with 1 eV barrier: 1.0000, 0.7963
dT/dx perfect = 0.00000 per eV
dT/dx with barrier = 2.6345 per eV
largest transverse step, straight = 0.00000 % of G0
zigzag height = 1.0 angstrom
largest transverse |step element|, zigzag, kF=pi/3 = 0.1037 %
N=31: least share within 1.5 mode spacings = 0.777
half filling, top mode: N, |step| (% of G0), W, W/N
 3: 1.0197  2.9142  0.9714
 7: 2.0826  6.3185  0.9026
 15: 4.1858  12.8859  0.8591
 31: 8.3817  25.8966  0.8354
long-chain share 8/pi^2 = 0.8106
checks complete
```
